Interface Energy Lowered by Dilute McLean Segregation: Two Derivations

**What dimensions and symmetry fix**

An interface offers N equivalent sites per unit area to a dopant. Each site holds either a host atom or one dopant atom, and the sites do not influence one another. The interface is in equilibrium at temperature T with a dilute solution in which a fraction x of the sites holds dopant. We ask how far the interface energy γ lies below its value for the clean interface.

Because the sites are independent, their contributions add, and the change Δγ = γ(x) − γ(0) is proportional to N. Each site has two states, which differ in free energy by some amount −kT y once the exchange of atoms with the solution is counted. The available energies are thus kT and kT y, so the change per site must be kT times a function of y. The occupancy θ, the probability that a site holds a dopant, also depends on y alone and rises with it. We may therefore use θ as the variable:

Δγ = N kT f(θ), f(0) = 0.

A symmetry restricts f further. We may start from the full interface and regard the host atoms as the guests. The full reference lies at −kT y per site, and exchanging the roles of the two states turns y into −y and θ into 1 − θ. Both descriptions must give the same free energy, so

f(θ) = −y + f(1 − θ).

This does not determine f. Two derivations below show that f(θ) = ln(1 − θ), which gives

Δγ = N kT ln(1 − θ).

Here γ is the interface free energy: the excess grand potential per area, which is the free energy left after the atoms have been charged for at their chemical potentials. It is not the internal energy. The formula holds for a dilute solution and strong segregation, x ≪ 1 and θ ≫ x. There the logarithm is negative and segregation lowers γ. For weak segregation the finite-x form derived below is needed, and a dopant that avoids the interface (θ < x) raises γ.

**First derivation: integrating the Gibbs equation**

At fixed temperature the Gibbs adsorption equation for dopant D and host H is

dγ = −Γ_D dμ_D − Γ_H dμ_H,

where Γ is an excess amount per area and μ a chemical potential. The interface layer contains Nθ dopant atoms and N(1 − θ) host atoms per area. We may insert these full contents for the excesses, because subtracting a slab of solution changes nothing: the Gibbs-Duhem relation of the solution,

x dμ_D + (1 − x) dμ_H = 0,

makes the slab's contribution vanish. The same relation gives dμ_H = −x dμ_D/(1 − x), so

dγ = −N [θ − (1 − θ)x/(1 − x)] dμ_D
= −N [(θ − x)/(1 − x)] dμ_D.

For x ≪ 1 and θ ≫ x this becomes

dγ = −Nθ dμ_D.

The condition θ ≫ x means that segregation is strong. "Dilute" refers to the solution; θ itself need not be small.

The chemical potential follows from counting. A solution with B sites and n dopants has B!/[n!(B − n)!] arrangements. Adding one dopant together with its site multiplies this number by (B + 1)/(n + 1), which tends to 1/x in a large solution. The entropy rises by −k ln x, and the free energy contains −T times the entropy, so

μ_D = μ° + kT ln x, dμ_D = kT dx/x.

We also need θ as a function of x. Let one dopant leave the solution and replace a host atom at the interface, while that host atom takes the vacated place. Let E be the free energy gained in this exchange apart from the entropy of arrangement, with E > 0 for binding. If m of M interface sites are occupied, the number of interface arrangements changes by the factor (M − m)/(m + 1), which tends to (1 − θ)/θ. The number in the solution changes by n/(B − n + 1), which tends to x/(1 − x). At equilibrium the total free energy change of the exchange is zero:

−E − kT ln[(1 − θ)/θ] − kT ln[x/(1 − x)] = 0.

Solving for the occupancy gives the McLean isotherm,

θ/(1 − θ) = K x/(1 − x), K = exp(E/kT),

which for x ≪ 1 reduces to

θ/(1 − θ) = Kx, or θ = Kx/(1 + Kx).

At low coverage θ/x ≈ K, so strong segregation requires K ≫ 1.

We now take E as independent of θ, differentiate the logarithm of the dilute isotherm at fixed T, and use the fact that K is constant:

dx/x = dθ/θ + dθ/(1 − θ) = dθ/[θ(1 − θ)].

Inserting this in the Gibbs equation cancels the factor θ:

dγ = −NkTθ dθ/[θ(1 − θ)] = −NkT dθ/(1 − θ).

The integral of −1/(1 − θ′) from 0 to θ is ln(1 − θ), so

Δγ = NkT ln(1 − θ).

The lower limit is harmless. Although μ_D tends to −∞ as x tends to zero, the adsorbed amount vanishes in proportion to x, and the integrand in θ is finite there. Since 1 − θ = 1/(1 + Kx), the same result in terms of composition is

Δγ = −NkT ln(1 + Kx).

**Second derivation: summing over the states of a site**

The second route uses neither an adsorption equation nor an integration. Let a_H and a_D be the free energies of a site that holds a host or a dopant atom, before the atoms are charged for. In an ensemble open to both species the two states have statistical weights

z_H = exp[−(a_H − μ_H)/kT], z_D = exp[−(a_D − μ_D)/kT].

The dopant has μ_D = μ° + kT ln x, as before. For the host, adding one atom with its site multiplies the number of arrangements by (B + 1)/(B + 1 − n), which tends to 1/(1 − x), so μ_H = μ_H° + kT ln(1 − x). Let z₀ = exp[−(a_H − μ_H°)/kT] be the host weight at x = 0. Then

z_H = z₀(1 − x), z_D = z₀Kx,

where E = (a_H − μ_H°) − (a_D − μ°) is the same exchange free energy as before.

Because the sites are independent, the partition function is a product over sites, and the grand potential per site is −kT ln(z_H + z_D). Subtracting the clean value −kT ln z₀ gives

Δγ = −NkT ln(1 − x + Kx).

No part of this belongs to the bulk. A site in the solution has K = 1, for which the logarithm is ln 1 = 0.

The probability that a site holds a host atom is its share of the total weight:

1 − θ = z_H/(z_H + z_D) = (1 − x)/(1 − x + Kx).

Replacing 1 − x + Kx by (1 − x)/(1 − θ) yields

Δγ = NkT ln[(1 − θ)/(1 − x)].

For x ≪ 1 and K ≫ 1 this is the earlier result. It also gives a direct meaning to the logarithm: in the dilute limit, 1 − θ is the weight of the clean state divided by the sum over both states. Access to the second state lowers the free energy, and the probability of still finding the first state measures by how much.

The full Gibbs equation leads to the same finite-x form. With dμ_D = kT dx/x it reads

dγ = −NkT (θ − x) dx/[x(1 − x)].

The full isotherm gives dθ/[θ(1 − θ)] = dx/[x(1 − x)]. Hence d ln(1 − θ) = −θ dx/[x(1 − x)], while d ln(1 − x) = −x dx/[x(1 − x)]. Their difference, multiplied by NkT, is dγ.

**Where the energy goes**

The dilute grand potential per site can be written as a sum of three parts:

ω = −θE − θkT ln x + kT[θ ln θ + (1 − θ) ln(1 − θ)].

The first is the binding gain. The second is positive, since ln x < 0, and is the cost of taking dopants out of a dilute solution. The third is the gain from mixing on the interface sites. The isotherm says that E + kT ln x = kT ln[θ/(1 − θ)], so the first two parts together equal −kTθ ln θ + kTθ ln(1 − θ). The terms in θ ln θ cancel and the rest is

ω = kT[θ + (1 − θ)] ln(1 − θ) = kT ln(1 − θ).

The opening symmetry is also satisfied. With y = ln[θ/(1 − θ)], the difference f(θ) − f(1 − θ) = ln(1 − θ) − ln θ equals −y, as required.

**Limits**

For small θ, ln(1 − θ) = −θ − θ²/2 − ..., and the leading term is

Δγ ≈ −NkTθ.

This is the ideal-gas law in two dimensions: the adsorbed atoms exert a spreading pressure equal to their number per area times kT. The next term reflects the exclusion of double occupancy.

In the opposite limit, Kx ≫ 1 while x ≪ 1, nearly every site is full and

Δγ ≈ −NkT ln(Kx) = −N(E + kT ln x).

The interface energy continues to fall as x rises, although θ hardly changes. Each dopant already present costs less to supply when the chemical potential of the solution is higher. The fall has a limit outside the dilute regime: in the finite-x formula, setting x = 1 gives −NkT ln K = −NE.

**What each derivation assumes**

Both routes require equilibrium with the solution and a fixed temperature. They differ in where the independence of the sites enters.

The Gibbs equation holds whatever the interactions between dopants. Independence enters the first derivation through the isotherm alone, and another equilibrium isotherm can be inserted instead. The price is that the whole isotherm from x = 0 to the final composition is needed.

The second derivation needs no path and supplies the isotherm and the energy together. Independence is built into the product over sites, so interactions require a new calculation.

A repulsion shows the difference. Suppose that, in a mean-field description, adding a dopant at occupancy θ costs an extra energy wθ. The isotherm becomes

ln(Kx) = ln[θ/(1 − θ)] + wθ/kT.

At fixed T its differential is dx/x = dθ/[θ(1 − θ)] + w dθ/kT. The Gibbs equation then gives

dγ = −NkT dθ/(1 − θ) − Nwθ dθ,

Δγ = NkT ln(1 − θ) − Nwθ²/2.

In the second route, each site sees the average field of the others, so K is replaced by K exp(−wθ/kT), and the sum over sites again gives NkT ln(1 − θ). This sum assigns every pair energy to both partners and so contains Nwθ² where the true energy is Nwθ²/2. Removing the surplus adds −Nwθ²/2, in agreement with the Gibbs integral.

The effect of repulsion depends on what is held fixed. At fixed x it lowers θ at every composition along the path, so the drop in γ is smaller. At fixed θ the drop is larger, because a higher chemical potential is needed to reach that occupancy.

**A donor at a silicide contact**

Consider a donor implanted into a nickel silicide film on silicon and annealed so that it collects at the contact. The film is the reservoir. The parameters are rough, round values: T = 873 K, N = 6.80 × 10¹⁴ cm⁻², E = 0.40 eV, and x = 1.0 × 10⁻³ left in the film after segregation. The thermal energy is 0.07523 eV, so

K = exp(0.40/0.07523) = 203.8, Kx = 0.2038,

θ = 0.2038/1.2038 = 0.169.

This is a sheet density of 1.15 × 10¹⁴ cm⁻². With NkT = 81.96 mJ/m² and ln(1 − θ) = −0.1855,

Δγ = 81.96 × (−0.1855) = −15.2 mJ/m²,

or −0.095 eV/nm². The small-θ estimate is −13.9 mJ/m², about 9% smaller in magnitude than the full result.

The three parts of ω, multiplied by N, are about −74 mJ/m² from binding, +96 mJ/m² from leaving the solution and −37 mJ/m² from mixing at the interface. The binding energy alone would overstate the drop nearly fivefold. The result is sensitive to E: at the same N, T and x, E = 0.35 eV gives −8.2 mJ/m² and E = 0.45 eV gives −27 mJ/m². Finite x matters little here. The one-lattice formula, which leaves the nickel sites out of account, gives −15.1 mJ/m². If instead the silicon crystal fixes the host chemical potential, the drop is −NkT ln[1 + Kx/(1 − x)], which is −15.2 mJ/m².

The film is thin enough to be depleted. At 20 nm thickness and 4.0 × 10²² sites per cm³ it retains 8.0 × 10¹³ dopants per cm², fewer than the interface holds. Before segregation its dopant fraction was 2.44 × 10⁻³. Using that value in the isotherm would give θ = 0.33, about twice the correct occupancy. The x in the formula is the final one.

**How a real contact departs from the model**

In a real contact the segregated donors may be charged, which breaks the independence of the sites. To estimate the effect, let each carry a fixed charge qe at a distance d = 0.30 nm from the image plane of the metal, with the relative permittivity 11.7 of silicon. Another donor at lateral distance r feels both the charge and its image of opposite sign, so

w = [q²e²/(4πε)] Σ [1/r − 1/√(r² + 4d²)],

where ε is the permittivity of silicon and the sum runs over the other sites, taken as a square lattice with N sites per area. For q = 0.3, w = 0.19 eV. At the same x and E, where E now includes each donor's attraction to its own image, θ falls to 0.13 and Δγ becomes −13.0 mJ/m², a drop about 15% smaller than for neutral donors. For q = 1, w = 2.1 eV, θ = 0.049 and Δγ = −6.9 mJ/m². The nearest-pair repulsion is then 0.148 eV, about twice kT, so the mean-field value is only a rough guide: when the donors are allowed to avoid one another on the same lattice, θ rises to about 0.055 and Δγ reaches about −7.5 mJ/m², some 10% beyond the mean-field values. For q = 0.3 this shift is below 1%. The corresponding mean-field potential differences between the metal's image plane and the donor sheet, qeNθd/ε, are 0.122 V and 0.155 V. These amount to fields of 4 to 5 MV/cm, more than ten times the avalanche field of bulk silicon, across a gap about one bond long, where the bulk permittivity overstates the screening. The numbers show only the direction and rough size of the effect. A relative permittivity of 6 gives −11.6 and −5.1 mJ/m² for q = 0.3 and q = 1, and changing d from 0.15 to 0.45 nm moves the values from −14.3 to −11.9 and from −9.9 to −5.5 mJ/m².

Equilibrium is the other assumption at risk. With a rough diffusion prefactor of 10 cm²/s and barrier of 4.0 eV, the donor's diffusion length in silicon, √(Dt), is 7 × 10⁻⁴ nm in a 60 s anneal. Donors diffuse faster in heavily doped silicon, and near 10²⁰ cm⁻³ the length can reach 0.01 to 0.05 nm. This is still less than an atomic spacing, so silicon cannot serve as the reservoir. Motion this slow could not bring donors into sites on the silicon side of the contact either, so equilibrium also requires a much faster exchange of atoms at the interface itself. To cross the 20 nm film in that time, the donor needs a diffusivity of about L²/t = 6.7 × 10⁻¹⁴ cm²/s in the silicide. If it is much slower, or if a moving silicide front has swept the dopants together, the measured dose does not determine γ through this formula.

The same caution applies after cooling. With E and x unchanged, the isotherm at 300 K would give θ = 0.9998. This film could not supply so many dopants, since its whole dose would fill only 29% of the interface sites. Moreover, dopants that can no longer move keep the occupancy set during the anneal. The value −15.2 mJ/m² therefore belongs to the anneal temperature, not to the device in use. The numerical output lists these values together with further compositions.

Computed results

```
Input: anneal temperature 873 K
Input: interface sites N 6.80e+14 cm^-2
Input: segregation free energy E 0.40 eV
Input: dopant fraction x in film 1.0e-03
Input: film site density 4.0e+22 cm^-3
Input: film thickness 20 nm
Input: anneal time 60 s
Input: dopant to image plane 0.30 nm
Input: relative permittivity 11.7
Input: silicon diffusion prefactor 10 cm^2/s
Input: silicon diffusion barrier 4.0 eV
Thermal energy kT 0.07523 eV
Enrichment factor K 203.8
Product Kx 0.2038
Occupancy theta 0.1693
ln(1-theta) -0.1855
Segregated sheet density 1.151e+14 cm^-2
NkT 81.96 mJ/m^2
Interface energy change -15.20 mJ/m^2
Same change -0.0949 eV/nm^2
Small-theta estimate -13.88 mJ/m^2
Part from binding -73.77 mJ/m^2
Part from leaving solution 95.85 mJ/m^2
Part from interface mixing -37.27 mJ/m^2
x 1e-04: theta 0.0200, change -1.65 mJ/m^2
x 1e-03: theta 0.1693, change -15.20 mJ/m^2
x 1e-02: theta 0.6708, change -91.07 mJ/m^2
E 0.35 eV: theta 0.0949, change -8.17 mJ/m^2
E 0.45 eV: theta 0.2837, change -27.35 mJ/m^2
Change with finite-x formula -15.13 mJ/m^2
Effective charge 0.3 e: repulsion w 0.190 eV
  nearest-pair repulsion 0.0133 eV
  occupancy at same x 0.1285
  interface energy change -12.97 mJ/m^2
  potential step of dopant sheet 0.122 V
Effective charge 1.0 e: repulsion w 2.108 eV
  nearest-pair repulsion 0.1481 eV
  occupancy at same x 0.0490
  interface energy change -6.88 mJ/m^2
  potential step of dopant sheet 0.155 V
Dopant left in film 8.00e+13 cm^-2
Total dopant dose 1.95e+14 cm^-2
Film fraction before segregation 2.44e-03
Theta if depletion is ignored 0.3320
Diffusion length in silicon 7.0e-04 nm
Diffusivity needed in silicide 6.7e-14 cm^2/s
Equilibrium theta at 300 K, not reached 0.9998
```
